# Why ammonia's K = 0 inversion doublets each lack one member

## Question

I am trying to classify the inversion-rotation levels of NH$_3$ and I am stuck at $K=0$. The exercise says: use the molecular symmetry group D$_{3h}$(M) and show that for $K=0$ one member of each inversion doublet is missing, the missing one alternating with $J$.

I first used the smaller group without tunnelling, whose operations are $E$, $(123)$, $(132)$ and the three $(ij)^*$. There both members of a $K=0$ doublet get the same label, so I cannot see how one could exist and the other not. In the larger group I do not know what $(23)$ and $E^*$ do to the rotational function and to the inversion function separately. Which member is missing for which $J$, and why does this not happen for $K>0$?

## Answer

The two members differ in their sign under $(23)$ alone and under $E^*$ alone. These signs cancel in the product $(23)^*$, which is the operation your smaller group retains. The Pauli principle concerns $(23)$ alone, so you need the larger group.

### Setting

Here $(23)$ exchanges protons 2 and 3, $E^*$ reverses the positions of all particles through the centre of mass, and $(23)^*=(23)E^*$. An operation acts on a function by evaluating it at the changed positions. Spins are permuted with the protons, but $E^*$ leaves them alone.

I assume the closed-shell electronic ground state, unchanged by all twelve operations, and the ground state of every vibration except inversion. The spatial function is then a rotational function times an inversion function. I keep the proton triangle equilateral. Spatial terms neglected in this product form commute with the group operations, so they can mix only spatial functions of the same species. Terms that involve the nuclear spins can mix different spatial species; they conserve only the species of the complete function and do not change the number of allowed states.

Let $\mathbf c$ be the centroid of the protons. Define the body frame from the labelled positions:

- $\mathbf z$ is the unit vector along $(\mathbf r_2-\mathbf r_1)\times(\mathbf r_3-\mathbf r_1)$;
- $\mathbf x$ points from $\mathbf c$ to proton 1, and $\mathbf y=\mathbf z\times\mathbf x$;
- $h=(\mathbf r_N-\mathbf c)\cdot\mathbf z$ is the signed height of nitrogen.

Expanding the cross product gives
$$(\mathbf r_2-\mathbf r_1)\times(\mathbf r_3-\mathbf r_1)=\mathbf r_1\times\mathbf r_2+\mathbf r_2\times\mathbf r_3+\mathbf r_3\times\mathbf r_1 .$$
This vector is unchanged by a cyclic relabelling, changes sign when two labels are exchanged, and is unchanged when all positions change sign. Therefore:

- $(123)$: $\mathbf z$ and $h$ stay; $\mathbf x$ now points to proton 2, so the frame turns by $2\pi/3$ about $\mathbf z$.
- $(23)$: $\mathbf z\to-\mathbf z$, $\mathbf x\to\mathbf x$, $\mathbf y\to-\mathbf y$, and $h\to-h$.
- $E^*$: $\mathbf z\to\mathbf z$, $\mathbf x\to-\mathbf x$, $\mathbf y\to-\mathbf y$. Since $\mathbf r_N-\mathbf c$ reverses while $\mathbf z$ does not, $h\to-h$.

The characters of D$_{3h}$(M) are as follows; the classes contain 1, 2, 3, 1, 2 and 3 operations.

| | $E$ | $(123)$ | $(23)$ | $E^*$ | $(123)^*$ | $(23)^*$ |
|---|---|---|---|---|---|---|
| $A_1'$ | 1 | 1 | 1 | 1 | 1 | 1 |
| $A_2'$ | 1 | 1 | −1 | 1 | 1 | −1 |
| $E'$ | 2 | −1 | 0 | 2 | −1 | 0 |
| $A_1''$ | 1 | 1 | 1 | −1 | −1 | −1 |
| $A_2''$ | 1 | 1 | −1 | −1 | −1 | 1 |
| $E''$ | 2 | −1 | 0 | −2 | 1 | 0 |

### Inversion functions

The potential is even in $h$. Its lowest state $\phi_+$, called $0^+$, has no node and is even; the next, $\phi_-$, called $0^-$, has one node and is odd. Since $h$ changes sign under $(23)$ and under $E^*$, but not under $(123)$ or $(23)^*$, the characters of $\phi_-$ are $(1,1,-1,-1,-1,1)$. Thus
$$\phi_+:\ A_1',\qquad \phi_-:\ A_2''.$$

### Rotational functions

For $K=0$ the rotational function depends on the direction of $\mathbf z$ alone: it is $Y_{JM}(\mathbf z)$. Both $(123)$ and $E^*$ leave $\mathbf z$ unchanged, so they give $+1$. Under $(23)$,
$$Y_{JM}(-\mathbf z)=(-1)^J\,Y_{JM}(\mathbf z).$$
The species is $A_1'$ for even $J$ and $A_2'$ for odd $J$.

For $K>0$ there are two functions, with body projections $\pm K$. The group operations commute with rotations of the whole molecule in space, so their matrices do not depend on $M$, and I can take $M=0$. Such a function depends only on the body-frame components $x_Z,y_Z,z_Z$ of the space-fixed $Z$ axis. With $z_Z=\cos\theta$ and $x_Z+iy_Z=\sin\theta\,e^{i\gamma}$, the pair is, up to normalization,
$$F_{\pm K}=P_J^K(\cos\theta)\,e^{\pm iK\gamma}.$$

Under $(123)$, with $a=2\pi/3$, the new axes are $\mathbf x'=\cos a\,\mathbf x+\sin a\,\mathbf y$ and $\mathbf y'=-\sin a\,\mathbf x+\cos a\,\mathbf y$. Hence
$$x_Z'+iy_Z'=(\cos a-i\sin a)(x_Z+iy_Z)=e^{-ia}(x_Z+iy_Z),$$
so $\gamma\to\gamma-2\pi/3$. The functions acquire the factors $e^{\mp2\pi iK/3}$, whose sum is the character $2\cos(2\pi K/3)$.

Under $E^*$, $x_Z$ and $y_Z$ change sign, so $\gamma\to\gamma+\pi$ and both functions acquire $(-1)^K$. The character is $2(-1)^K$.

Under $(23)$, $\cos\theta\to-\cos\theta$. Also $x_Z$ stays while $y_Z$ changes sign, so $\gamma\to-\gamma$. With $P_J^K(-u)=(-1)^{J+K}P_J^K(u)$,
$$F_{\pm K}\to(-1)^{J+K}F_{\mp K}.$$
The two functions are exchanged, so the character is 0. Multiplication by $E^*$ adds only a common sign, so $(23)^*$ also has character 0.

Writing $s=(-1)^K$, the six characters are
$$\left(2,\ 2\cos\tfrac{2\pi K}{3},\ 0,\ 2s,\ 2s\cos\tfrac{2\pi K}{3},\ 0\right).$$

- If $K$ is not a multiple of 3, the cosine is $-\tfrac12$ and this is $(2,-1,0,2s,-s,0)$: $E'$ for even $K$, $E''$ for odd $K$.
- If $K$ is a multiple of 3, the cosine is 1 and this is $(2,2,0,2s,2s,0)$: $A_1'+A_2'$ for even $K$, $A_1''+A_2''$ for odd $K$.

### The classification

For $0^+$ the rotational species is the final one. For $0^-$ multiply its characters by those of $A_2''$. For $K=0$ and odd $J$, for instance,
$$(1,1,-1,1,1,-1)\times(1,1,-1,-1,-1,1)=(1,1,1,-1,-1,-1),$$
which is $A_1''$. The full result is:

| Level | $0^+$ | $0^-$ |
|---|---|---|
| $K=0$, $J$ even | $A_1'$ | $A_2''$ |
| $K=0$, $J$ odd | $A_2'$ | $A_1''$ |
| $K>0$ even, not multiple of 3 | $E'$ | $E''$ |
| $K$ odd, not multiple of 3 | $E''$ | $E'$ |
| $K>0$ even, multiple of 3 | $A_1'+A_2'$ | $A_1''+A_2''$ |
| $K$ odd, multiple of 3 | $A_1''+A_2''$ | $A_1'+A_2'$ |

The first two rows also explain your difficulty. Under $(23)^*$, $A_1'$ and $A_2''$ both have character $+1$, while $A_2'$ and $A_1''$ both have $-1$. Your smaller group cannot distinguish the members of either doublet.

### Which levels exist

Protons are fermions, so the complete function, spin included, must change sign under $(23)$. It is unchanged by $(123)$, which is a product of two exchanges. Its sign under $E^*$ is not restricted. The complete function is therefore $A_2'$ or $A_2''$.

Now take $K=0$. The spatial function $\Phi$ is one-dimensional, and the two factors found above give
$$(23)\,\Phi=\sigma\Phi,\qquad \sigma=\begin{cases}+(-1)^J & \text{for }0^+,\\ -(-1)^J & \text{for }0^-.\end{cases}$$
The spin function multiplying $\Phi$ must have sign $-\sigma$ under every exchange.

If $\sigma=+1$, it must be antisymmetric in all three protons. That requires three different one-proton spin states, and spin 1/2 offers two. No such function exists, so the level is missing. If $\sigma=-1$, the spin function must be fully symmetric. There are four of these, one for each number (0, 1, 2 or 3) of up spins. Therefore:

- **for even $J$, $0^+$ is missing and $0^-$ exists;**
- **for odd $J$, $0^-$ is missing and $0^+$ exists.**

The surviving level has parity $-1$ under $E^*$ for even $J$ and $+1$ for odd $J$, that is, $(-1)^{J+1}$.

"Missing" here means that the molecule has no such state, not that its lines are weak. In particular, the function with $J=0$ and $0^+$ solves the spatial Schrödinger equation, but it cannot be completed to an allowed state of three protons.

### Why both members survive for $K>0$

Count the spin functions by species. A permutation's character on the eight products of up and down spins is the number of products it leaves unchanged. This is 8 for $E$, 2 for $(123)$ (all spins equal), and 4 for $(23)$ (spins 2 and 3 equal). Projection gives
$$n_{A_1}=\frac{8+2\cdot2+3\cdot4}{6}=4,\qquad n_{A_2}=\frac{8+2\cdot2-3\cdot4}{6}=0,$$
$$n_E=\frac{2\cdot8-2\cdot2}{6}=2.$$

An $A_2$ spatial function combines with the four $A_1$ spin functions: weight 4. An $A_1$ spatial function would need $A_2$ spin functions: weight 0. For an $E$ spatial pair, the product $E\otimes E$ has permutation characters $(4,1,0)$ and contains $A_2$
$$\frac{4+2\cdot1-3\cdot0}{6}=1$$
time. With two $E$ spin pairs, the weight is 2. Primes do not affect these weights.

So for $K$ not a multiple of 3 both members have weight 2. For $K=3,6,\dots$ each member contains one $A_1$ and one $A_2$ function; the $A_2$ function survives, and both members have weight 4. At $K=0$ there is no second function to supply the missing symmetry. All weights are multiplied by $2J+1$ for $M$ and by the number of nitrogen spin states. The single nitrogen nucleus adds no exchange condition.

### A numerical example

The following is a model XH$_3$ pyramid with round parameters, not fitted to ammonia. The inversion potential is
$$V(h)=V_b\left[\left(\frac{h}{h_0}\right)^2-1\right]^2,$$
with $V_b=9000$ microhartree, $h_0=0.7$ bohr and an effective mass of 4500 electron masses. The rotational constants are $B=45$ and $C=30$ microhartree, the same for both members. Solving the well gives
$$\Delta=2735.233-2726.270=8.963\ \text{microhartree},$$
or 59.0 GHz. Measured from the $J=0$, $0^+$ position, the energies are
$$E=BJ(J+1)+(C-B)K^2+\begin{cases}0&(0^+),\\ \Delta&(0^-).\end{cases}$$

For $K=0$, in microhartree:

| $J$ | $0^+$ | $0^-$ |
|---|---|---|
| 0 | 0, missing | 8.96, weight 4 |
| 1 | 90.00, weight 4 | 98.96, missing |
| 2 | 270.00, missing | 278.96, weight 4 |
| 3 | 540.00, weight 4 | 548.96, missing |

The alternation shows in the $K=0$ part of the spectrum. There is no line from $0^+$ to $0^-$ at fixed $J$ and $K=0$, but that absence does not reveal the missing member. The dipole, as shown next, has species $A_1''$, and $A_1'\otimes A_1''=A_1''$, $A_2'\otimes A_1''=A_2''$. It therefore connects neither $A_1'$ with $A_2''$ nor $A_2'$ with $A_1''$, and this line would be forbidden even if both members existed. The alternation appears in the $K=0$ lines $J\to J+1$. The space-fixed dipole component is unchanged by proton permutations and odd under $E^*$, and successive survivors have opposite parity. I take it proportional to $h\cos\theta$; a real dipole is an odd but not strictly linear function of $h$, and the selection rule uses only the oddness. The inversion factor $|\langle0^+|h|0^-\rangle|=0.652$ bohr is nonzero, and $\cos\theta\,P_J(\cos\theta)$ contains $P_{J+1}$, so the lines are allowed.

The rotational energy rises by $B(J+1)(J+2)-BJ(J+1)=2B(J+1)$. For even $J$ the molecule passes from $0^-$ to $0^+$ and the line loses $\Delta$; for odd $J$ it gains $\Delta$:
$$E_{J\to J+1}=2B(J+1)-(-1)^J\Delta .$$
The first two lines are
$$90-8.96=81.04\ \text{microhartree}\ (533\ \text{GHz}),$$
$$180+8.96=188.96\ \text{microhartree}\ (1243\ \text{GHz}).$$

These are the $K=0$ lines only. For $K>0$ the term $(C-B)K^2$ cancels in $J\to J+1$ and both members exist, so each $K$ from 1 to $J$ gives lines at both $2B(J+1)-\Delta$ and $2B(J+1)+\Delta$. For $J=1\to2$ the $K=1$ lines lie at 171.04 and 188.96 microhartree, the second on top of the $K=0$ line. In this model, with fixed $B$, $C$ and $\Delta$, the missing member appears as an absent line only for $J=0\to1$. For $J\ge1$ it appears as extra strength on one of the two components.

The numerical check finds the species by moving nuclear positions and the weights by antisymmetrizing the combined spatial and spin functions, for all $K$ up to $J=6$.

### Limits and changed conditions

If tunnelling becomes negligible, $\Delta\to0$ and the two positions of a $K=0$ doublet merge. One level of weight 4 then remains for every $J$, and no gap is visible. This is why a rigid pyramid seems to have no missing levels.

The alternation depends on the assumed electronic and vibrational species. If another excitation contributes a one-dimensional factor that is odd under $(23)$, $\sigma$ changes sign and the missing and existing members swap.

It also depends on the nuclear spin. Replace the protons by three spin-1 bosons, as in ND$_3$. The spin characters become 27, 3 and 9, so
$$n_{A_1}=\frac{27+6+27}{6}=10,\qquad n_{A_2}=\frac{27+6-27}{6}=1.$$
The complete function must now be even under exchange. The $K=0$ member with $\sigma=+1$ has weight 10 and its partner has weight 1. Both exist, and the absence becomes an alternation of weights: 10 and 1 for $0^+$ and $0^-$ at $J=0$, then 1 and 10 at $J=1$.

## Numbers as computed

```
Effective inversion mass: 4500 electron masses
Barrier height: 9000 microhartree
Well minima at h = +/- 0.7 bohr
Rotational constants B, C: 45, 30 microhartree
Energy of 0+ in the well: 2726.270 microhartree
Energy of 0- in the well: 2735.233 microhartree
Splitting Delta: 8.9632 microhartree = 58.97 GHz
Matrix element |<0+|h|0->|: 0.6517 bohr
Spin species (A1, A2, E), three spins 1/2: [4, 0, 2]
Spin species (A1, A2, E), three spins 1: [10, 1, 8]
Levels: energy in microhartree above the J=0, 0+ position;
weight = proton-spin weight (0 = missing), parity = sign under E*
J=0 K=0 0+: A1'       weight 0, parity +1, energy 0.0000
J=0 K=0 0-: A2''      weight 4, parity -1, energy 8.9632
J=1 K=0 0+: A2'       weight 4, parity +1, energy 90.0000
J=1 K=0 0-: A1''      weight 0, parity -1, energy 98.9632
J=2 K=0 0+: A1'       weight 0, parity +1, energy 270.0000
J=2 K=0 0-: A2''      weight 4, parity -1, energy 278.9632
J=3 K=0 0+: A2'       weight 4, parity +1, energy 540.0000
J=3 K=0 0-: A1''      weight 0, parity -1, energy 548.9632
J=4 K=0 0+: A1'       weight 0, parity +1, energy 900.0000
J=4 K=0 0-: A2''      weight 4, parity -1, energy 908.9632
J=1 K=1 0+: E''       weight 2, parity -1, energy 75.0000
J=1 K=1 0-: E'        weight 2, parity +1, energy 83.9632
J=2 K=2 0+: E'        weight 2, parity +1, energy 210.0000
J=2 K=2 0-: E''       weight 2, parity -1, energy 218.9632
J=3 K=3 0+: A1''+A2'' weight 4, parity -1, energy 405.0000
J=3 K=3 0-: A1'+A2'   weight 4, parity +1, energy 413.9632
K=0 weights for three spin-1 bosons (0+, 0-):
J=0: 10, 1
J=1: 1, 10
K=0 lines J -> J+1:
0 -> 1: 81.0368 microhartree = 533.20 GHz
1 -> 2: 188.9632 microhartree = 1243.32 GHz
2 -> 3: 261.0368 microhartree = 1717.54 GHz
3 -> 4: 368.9632 microhartree = 2427.66 GHz
Doublets checked: 28, J = 0 to 6
```
